# PW91 and PBE are not interchangeable: surface energy and weak binding

## Question

I have been treating PW91 and PBE as two spellings of one functional, since PBE was built to reproduce PW91 with simpler formulas. A colleague objects that their enhancement factors $F_{xc}$ differ at small and at large reduced gradient $s$, and that this changes jellium surface energies and the binding of weakly bound closed-shell pairs. Is that right? Could someone quantify one example of each, and show that the two ends of the $s$ axis are really responsible?

## Answer

Your colleague is right that the functionals differ, but only half right about where the energy changes come from. In the surface below, intermediate $s$ dominates. In the weakly bound pair, large $s$ gives the largest part. Very small $s$, where the formulas differ most visibly in their expansions, matters little in either.

### Conventions

I use hartree atomic units and spin-unpolarized densities. With $k_F=(3\pi^2n)^{1/3}$ and $r_s=(3/4\pi n)^{1/3}$,

$$E_{xc}=\int n\,\varepsilon_x(n)\,F_{xc}(r_s,s)\,d^3r,\qquad \varepsilon_x=-\frac{3k_F}{4\pi},\qquad s=\frac{|\nabla n|}{2k_Fn}.$$

Since $\varepsilon_x<0$, a larger $F_{xc}$ means a lower energy. Both functionals use the Perdew–Wang fit for the correlation energy per electron $\varepsilon_c(r_s)$ of the uniform gas, so they agree for a uniform density, apart from rounding of constants.

### Exchange

The PBE factor is

$$F_x^{\rm PBE}=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa},\qquad \kappa=0.804,\quad \mu=0.2195.$$

It starts as $1+\mu s^2$ and tends to $1+\kappa=1.804$. The PW91 factor is

$$F_x^{\rm PW91}=\frac{P+(c-d\,e^{-100s^2})s^2}{P+fs^4},\qquad P=1+as\,\mathrm{arsinh}(bs),$$

with $a=0.19645$, $b=7.7956$, $c=0.2743$, $d=0.1508$, $f=0.004$. Subtracting 1 removes $P$ from the numerator:

$$F_x^{\rm PW91}-1=\frac{(c-d\,e^{-100s^2})s^2-fs^4}{P+fs^4}.$$

**Small $s$.** The exponential and the denominator both tend to 1, so the coefficient of $s^2$ is $c-d=0.1235$, which is $10/81$ to the digits given. Once $s$ reaches about 0.2, the exponential has fallen to $e^{-4}\approx0.02$ and the numerator is governed by $c=0.2743$ instead. PW91 thus switches from a coefficient below $\mu$ to one above it.

**Large $s$.** Here $\mathrm{arsinh}(bs)\to\ln(2bs)$. The numerator tends to $cs^2+as\ln(2bs)$ and the denominator to $fs^4$, so

$$s^2F_x^{\rm PW91}\to\frac{c}{f}\left[1+\frac{a\ln(2bs)}{cs}\right],\qquad \frac{c}{f}=68.57.$$

At $s=1000$ the bracket is 1.007, which gives 69.05, the value found numerically. PW91 exchange therefore fades as $1/s^2$ where PBE saturates. The two curves first cross near $s=0.1$, where PW91 rises above PBE. Around $s=1.4$ they nearly coincide: PW91 dips below PBE by less than $10^{-4}$ between two further crossings. The last crossing is at $s=3.789$: PW91 is larger just below this point and smaller above it.

### Correlation

The correlation gradient is measured on the screening scale $k_s=\sqrt{4k_F/\pi}$:

$$t=\frac{|\nabla n|}{2k_sn},\qquad t^2=\frac{k_F^2}{k_s^2}s^2=\frac{\pi k_F}{4}s^2.$$

Both functionals add to $\varepsilon_c$ a term of the form

$$H_0=\gamma\ln\left[1+\frac{\beta}{\gamma}\,\frac{t^2(1+At^2)}{1+At^2+A^2t^4}\right],\qquad A=\frac{\beta/\gamma}{e^{-\varepsilon_c/\gamma}-1}.$$

PBE has $\beta=0.066725$ and $\gamma=(1-\ln2)/\pi^2$. PW91 has $\beta=\nu C_c(0)$, where $\nu=(16/\pi)(3\pi^2)^{1/3}=15.756$ and $C_c(0)=0.004235$. This is almost the same $\beta$. Its $\gamma$, however, is $\beta^2/(2\alpha)$ with $\alpha=0.09$. PW91 also has a second term,

$$H_1=\nu\left[C_c(r_s)-C_c(0)-\tfrac37C_x\right]t^2e^{-100s^2},\qquad C_c=C_{xc}-C_x,$$

with $C_x=-0.001667$ and

$$C_{xc}(r_s)=\frac{10^{-3}\,(2.568+23.266\,r_s+0.007389\,r_s^2)}{1+8.723\,r_s+0.472\,r_s^2+0.07389\,r_s^3}.$$

**Why equal $\beta$ is not enough.** The fraction in $H_0$ equals $t^2-A^2t^6+\dots$, so it has no $t^4$ term. With $\ln(1+x)=x-x^2/2+\dots$,

$$H_0=\beta t^2-\frac{\beta^2}{2\gamma}t^4+O(t^6).$$

The coefficient $\beta^2/(2\gamma)$ is $0.072$ in PBE and $\alpha=0.09$ in PW91. The positive correction $H_0$ is smaller in PW91 at this order. PW91 correlation therefore lies below PBE once $H_1$ has decayed. At $r_s=2$ and $s$ up to about 0.17, $H_1$ is positive and larger than this $t^4$ difference, and the order is reversed.

**Large $t$.** The fraction tends to $1/A$. Since $\beta/(\gamma A)=e^{-\varepsilon_c/\gamma}-1$, one gets $H_0\to\gamma\ln e^{-\varepsilon_c/\gamma}=-\varepsilon_c$. Correlation is switched off in both functionals, and $F_{xc}\to F_x$.

### The small-$s$ limit of $F_{xc}$

To convert a term $\beta t^2$ into a contribution to $F_{xc}$, divide it by $\varepsilon_x$:

$$\frac{\beta t^2}{\varepsilon_x}=\beta\,\frac{\pi k_F}{4}s^2\left(-\frac{4\pi}{3k_F}\right)=-\frac{\beta\pi^2}{3}s^2.$$

In PBE, $\mu$ is defined as $\beta\pi^2/3$, so exchange and correlation cancel and no $s^2$ term is left.

In PW91 the $t^2$ coefficients of $H_0$ and $H_1$ add to

$$\nu\left[C_c(r_s)-\tfrac37C_x\right]=\nu\left[C_{xc}(r_s)-\tfrac{10}{7}C_x\right].$$

Their contribution to $F_{xc}$ has the coefficient

$$-\frac{\nu\pi^2}{3}C_{xc}+\frac{10}{7}\,\frac{\nu\pi^2}{3}C_x .$$

With $\nu\pi^2/3=51.83$, the last term is $-0.1234$. It cancels the exchange coefficient $0.1235$ up to the rounding of the constants, and

$$F_{xc}^{\rm PW91}=F_{xc}(r_s,0)-\frac{\nu\pi^2}{3}C_{xc}(r_s)\,s^2+\dots$$

At $r_s=2$, $C_{xc}=0.002348$ and the coefficient is $-0.1217$. Finite differences of the full expression give $-0.1216$, and $0.0000$ for PBE.

This is a clear difference in principle, but it is confined to $s$ up to about 0.1, where $s^2$ is tiny. At $r_s=2$ and $s=0.05$ the factors are 1.1954 (PBE) and 1.1952 (PW91). At larger $s$ the gap is wider:

| $s$ | PBE $F_{xc}$ | PW91 $F_{xc}$ |
|---|---|---|
| 0.5 | 1.2012 | 1.2081 |
| 1 | 1.2499 | 1.2582 |
| 3 | 1.5755 | 1.6026 |
| 5 | 1.7019 | 1.5610 |
| 10 | 1.7756 | 0.7532 |

What a given system feels depends on how much density it has at each $s$. The energy differences therefore have to be resolved by $s$.

### Attributing an energy difference to a range of $s$

Let $w_q(s)=1/[1+(s/q)^8]$, a smooth step from 1 to 0 around $s=q$. The four windows

$$w_{0.2},\qquad w_1-w_{0.2},\qquad w_3-w_1,\qquad 1-w_3$$

add to 1. Inserting them into $\int n(\varepsilon_{xc}^{\rm PW91}-\varepsilon_{xc}^{\rm PBE})\,d^3r$ splits the difference into four parts. Each part is the change caused by replacing PBE with PW91 within that window, at fixed density. Neighbouring windows overlap near their common border, so the size of a part depends on how sharply the windows are cut; the sum does not.

### Example 1: a jellium surface

Take a slab of uniform positive background with density $\bar n$ and width $D$. Neutrality requires $\int n\,dz=\bar nD$. The excess exchange-correlation energy over the same number of bulk electrons, shared between two faces, is

$$\sigma_{xc}=\frac12\int n(z)\left[\varepsilon_{xc}(n,s)-\varepsilon_{xc}(\bar n)\right]dz.$$

The density is the self-consistent LDA one. Motion parallel to the surface is free, so a subband with bottom $\varepsilon_i$ is filled up to $k^2/2=E_F-\varepsilon_i$. It holds $2\pi k^2/(2\pi)^2=(E_F-\varepsilon_i)/\pi$ electrons per area, spin included.

A force balance checks this density. Cut the slab at its middle. Each half is neutral, so the other half exerts no electric force on it, and the electric forces between its electrons and its background are equal and opposite. The electrons of the half are pushed outward by the bulk pressure $p=\bar n^2\,d\varepsilon/d\bar n$, where $\varepsilon$ is the total energy per electron of the uniform gas. The background must pull them back with the same force, so it feels an outward force $p$ per area. That force is also $\bar n$ times the potential-energy step $v_{es}$ of an electron between bulk and background edge. Hence

$$v_{es}({\rm edge})-v_{es}({\rm bulk})=\bar n\,\frac{d\varepsilon}{d\bar n}.$$

For $r_s=2$ bohr and a slab of 39.36 bohr, the left side is 0.1009 hartree and the right side 0.1011 hartree. The relation holds for a thick slab; a finite one leaves a size effect.

The surface energies, in mJ/m², are:

| Functional | Exchange | Correlation | $\sigma_{xc}$ |
|---|---|---|---|
| LDA | 3030.7 | 316.7 | 3347.4 |
| PBE | 2429.7 | 827.3 | 3257.0 |
| PW91 | 2394.6 | 814.4 | 3209.0 |

The difference is

$$\sigma_{xc}^{\rm PW91}-\sigma_{xc}^{\rm PBE}=3209.0-3257.0=-48.0\ \text{mJ/m}^2=-48.0\ \text{erg/cm}^2.$$

This is 1.5% of the PBE value. Measured against the gradient correction itself it is large: PBE lowers the LDA value by 90.4 mJ/m² and PW91 by 138.4 mJ/m², about one and a half times as much. Because the density is held fixed, the kinetic and electrostatic energies are common to both, and the total surface energy differs by the same amount. A slab of 26.2 bohr also gives $-48.0$ mJ/m². Both widths are close to whole multiples of the Fermi wavelength (6.55 bohr), so they share the same phase of the quantum-size oscillation. For widths between 39 and 42 bohr each $\sigma_{xc}$ in the table moves by about 14 mJ/m² and the PBE correction to LDA by about 1 mJ/m², while the PW91–PBE difference moves by less than 0.2 mJ/m². The absolute values are therefore good only to roughly half a percent; the difference is much better determined.

The split by $s$, in mJ/m², is

$$-1.71\ (s<0.2),\quad -40.52\ (0.2\text{–}1),\quad -6.43\ (1\text{–}3),\quad +0.67\ (s>3).$$

About 84% comes from $s$ between 0.2 and 1 (77% with exponent 4 in $w_q$, 88% with exponent 24). There PW91 has the larger $F_{xc}$, as the values at $s=0.5$ and $s=1$ show. In exchange the excess starts from $c>\mu$ and is cut back by the faster-growing denominator of PW91: it is 0.0054 at $s=0.5$ and 0.0026 at $s=1$. In correlation, with $H_1$ gone and $\beta$ nearly equal, the difference comes from the smaller $\gamma$ of PW91. The $t^4$ term gives its sign at small $t$ but is not quantitative near $s=1$, where $\beta t^2/\gamma$ exceeds 1 at $r_s=2$. Both pieces have the same sign in the result: $-35.0$ mJ/m² from exchange and $-12.9$ mJ/m² from correlation. The anomalous small-$s$ term of PW91 lowers $F_{xc}$ and would by itself raise the surface energy. The lowest window is nevertheless negative, so its upper end, where PW91 is already above PBE, outweighs that term.

### Example 2: the HF dimer

For the weakly bound pair I take two hydrogen fluoride molecules in the aug-cc-pVDZ basis. The geometry is chosen, not optimized: F–H 0.93 Å, F···F 2.75 Å, a linear hydrogen bond, and an angle of 115° at the acceptor fluorine. The binding energy $D=E_A+E_B-E_{AB}$ is counterpoise-corrected, meaning that each molecule is computed in the basis of the whole dimer. Self-consistent calculations give

$$D^{\rm PBE}=19.06,\qquad D^{\rm PW91}=20.51\ \text{kJ/mol}.$$

From the unrounded energies, PW91 binds more strongly by 1.456 kJ/mol, or 15.09 meV. This is 7.6% of the PBE binding energy. These digits are not converged in the basis: in aug-cc-pVTZ $D^{\rm PBE}$ becomes 19.22 kJ/mol, and the shift, evaluated on PBE densities, falls to about 1.29 kJ/mol, or 6.7%.

To split this by $s$, one needs a single set of densities. Each energy is stationary with respect to its own density, so

$$E^{\rm PW91}[n_{\rm PW91}]=E^{\rm PW91}[n_{\rm PBE}]+O(\delta n^2).$$

To first order, the change in $D$ is therefore the integral of $n(\varepsilon_{xc}^{\rm PW91}-\varepsilon_{xc}^{\rm PBE})$ for the two molecules minus that for the dimer, all on PBE densities. This gives 1.464 kJ/mol, within 0.6% of the self-consistent difference. The two numbers also differ in integration grid and in the coding of PW91 (see the last section), so the residual is not a pure measure of the second-order term. Its parts, in kJ/mol, are

$$+0.003\ (s<0.2),\quad +0.554\ (0.2\text{–}1),\quad -0.221\ (1\text{–}3),\quad +1.128\ (s>3).$$

Here large $s$ does give the largest part, and $s<0.2$ is negligible. In aug-cc-pVTZ the parts change by up to 0.11 kJ/mol, to $+0.001$, $+0.578$, $-0.333$ and $+1.040$, so their order is the same but the decimals are basis-dependent.

A simple model suggests why. Let two tails $n_0e^{-2\lambda z}$ and $n_0e^{-2\lambda(d-z)}$ overlap. Each tail alone has $|n'|/n=2\lambda$, hence $s=\lambda/k_F$, which grows as the density falls. In the sum, the two slopes cancel at the midpoint and $s=0$ there. Bringing the molecules together thus moves density from large to small $s$.

Write $\Delta F=F_{xc}^{\rm PW91}-F_{xc}^{\rm PBE}$. Where an isolated tail has $s$ well above the crossing, $\Delta F<0$, and PW91 assigns it an energy higher by $n|\varepsilon_x||\Delta F|$ per volume. The overlap removes this penalty, so PW91 binds more. Density arriving between 0.2 and 1, where $\Delta F>0$, gains an advantage. These two signs agree with the computed parts. In the range 1 to 3, where $\Delta F$ is also positive at the tabulated points, density arrives from larger $s$ and leaves to smaller $s$, so the model does not fix the sign; the computed negative part would mean that the loss prevails. The reading remains a conjecture for the real dimer, because the windows sort points by $s$ and not by position.

### What these numbers do and do not cover

The surface result neglects the response of the density to the gradient corrections. The dimer result omits geometry relaxation, vibration and larger basis sets. Neither is an experimental value, and a larger binding energy is not by itself a better one. The size of the dimer shift should not be carried over to other pairs, because it depends on how their densities overlap. Once two densities no longer overlap, a semilocal $E_{xc}$ is a sum of separate integrals and contributes no attraction between them, so neither functional describes dispersion at long range.

Implementations of PW91 can differ too. The $C_{xc}$ recovered from the small-$s$ behaviour of libxc is $2.107\times10^{-3}$ at $r_s=5$. The formula above gives $1.814\times10^{-3}$, and the same formula without its cubic term $2.111\times10^{-3}$. The libxc values thus match a form lacking that term. At $r_s=2$, the density of the slab interior, the discrepancy is only about 3% ($2.412\times10^{-3}$ against $2.348\times10^{-3}$), and evaluating both functionals with libxc changes the surface difference by about 0.1 mJ/m². The self-consistent PW91 dimer energies use libxc; the splits by $s$ use the full formula.

So name the functional you used, and do not mix PW91 and PBE energies within one energy difference. The numerical output below gives the remaining values.

## Table of computed values

```
largest F_xc deviation from libxc: 5.7e-05
s^2 coefficient of F_xc, rs=2 bohr: PBE 0.0000, PW91 -0.1216
PW91 coefficient from formula, rs=2 bohr: -0.1217
1000*C_xc, rs=2: libxc 2.412, formula 2.348, without cubic term 2.416
1000*C_xc, rs=5: libxc 2.107, formula 1.814, without cubic term 2.111
F_x(PW91)*s^2 at s=1000: 69.05; limit 68.57
F_x curves cross at s = 3.789
s= 0.05 F_x PBE 1.0005 PW91 1.0004; F_xc(rs=2) PBE 1.1954 PW91 1.1952
s= 0.10 F_x PBE 1.0022 PW91 1.0022; F_xc(rs=2) PBE 1.1954 PW91 1.1953
s= 0.50 F_x PBE 1.0514 PW91 1.0568; F_xc(rs=2) PBE 1.2012 PW91 1.2081
s= 1.00 F_x PBE 1.1724 PW91 1.1750; F_xc(rs=2) PBE 1.2499 PW91 1.2582
s= 2.00 F_x PBE 1.4197 PW91 1.4277; F_xc(rs=2) PBE 1.4352 PW91 1.4469
s= 3.00 F_x PBE 1.5714 PW91 1.5973; F_xc(rs=2) PBE 1.5755 PW91 1.6026
s= 5.00 F_x PBE 1.7013 PW91 1.5602; F_xc(rs=2) PBE 1.7019 PW91 1.5610
s=10.00 F_x PBE 1.7756 PW91 0.7531; F_xc(rs=2) PBE 1.7756 PW91 0.7532
jellium: rs 2.0 bohr, density 0.02984 bohr^-3
slab width 39.36 bohr, occupied subbands 13
edge-bulk potential 0.1009 hartree; sum rule 0.1011 hartree
LDA  surface energy: x 3030.7, c 316.7, xc 3347.4 mJ/m^2
PBE  surface energy: x 2429.7, c 827.3, xc 3257.0 mJ/m^2
PW91 surface energy: x 2394.6, c 814.4, xc 3209.0 mJ/m^2
PW91-PBE surface: x -35.0, c -12.9, xc -48.0 mJ/m^2
same xc difference, slab of 26.2 bohr: -48.0 mJ/m^2
same xc difference with libxc functionals: -47.9 mJ/m^2
surface difference from s below 0.2: -1.71 mJ/m^2
surface difference from s 0.2 to 1: -40.52 mJ/m^2
surface difference from s 1 to 3: -6.43 mJ/m^2
surface difference from s above 3: 0.67 mJ/m^2
HF dimer: F-H 0.93, F...F 2.75 angstrom, angle 115 deg
binding energy: PBE 19.06, PW91 20.51 kJ/mol
PW91-PBE binding, self-consistent: 1.456 kJ/mol = 15.09 meV
PW91-PBE binding on PBE densities: 1.464 kJ/mol
binding difference from s below 0.2: 0.003 kJ/mol
binding difference from s 0.2 to 1: 0.554 kJ/mol
binding difference from s 1 to 3: -0.221 kJ/mol
binding difference from s above 3: 1.128 kJ/mol
largest grid change of these parts: 0.0007 kJ/mol
```
